# Acid-Number Noise for Poisson and Fixed Generator Numbers

## Definitions and conventions

A voxel is a small region of photoresist with a stated volume. It holds $N$ acid generators, molecules that can each release one acid during exposure. After exposure, $A$ of them have been converted and $U=N-A$ have not. Acid diffusion is left out throughout, and neutralisation is left out until the last section, so $A$ is the number of acids generated in the voxel.

Each generator is converted with the same probability $p$, with $0<p<1$. Conversions are independent of one another, and $p$ does not depend on $N$. It is also a fixed number, the same in every repetition of the exposure. This last condition is called steady conversion below.

Angle brackets denote an average over many equivalent voxels, and $n=\langle N\rangle$. The variance is $\mathrm{Var}\,A=\langle A^2\rangle-\langle A\rangle^2$, and the Fano factor is $F_A=\mathrm{Var}\,A/\langle A\rangle$. A Poisson variable of mean $\lambda$ has

$$P(k)=e^{-\lambda}\frac{\lambda^k}{k!},\qquad \langle k(k-1)\rangle=\lambda^2\sum_{k\ge2}e^{-\lambda}\frac{\lambda^{k-2}}{(k-2)!}=\lambda^2 .$$

Hence $\langle k^2\rangle=\lambda^2+\lambda$. Its variance is $\lambda$ and its Fano factor is 1.

Two populations of voxels with the same $n$ and the same $p$ are compared:

- If $N$ is Poisson, then $A$ is Poisson, with mean and variance $np$.
- If $N$ equals the integer $n$ in every voxel, then $A$ is binomial, with mean $np$ and variance $np(1-p)$.

Fixing the generator number therefore multiplies the acid variance by $1-p$. The fraction removed is $p$, and the amount removed is $np^2$.

## First derivation: counting conversions at given N

Suppose a voxel holds $N$ generators. A particular set of $a$ of them is converted, and the rest are not, with probability $p^a(1-p)^{N-a}$, because the conversions are independent. There are $N!/[a!(N-a)!]$ such sets, and they exclude one another, so

$$P(A=a\,|\,N)=\frac{N!}{a!\,(N-a)!}\,p^a(1-p)^{N-a}.$$

**Poisson generator number.** The event "$a$ acids and $u$ unconverted generators" requires $N=a+u$. Its probability is the chance of that $N$ times the conditional probability:

$$P(a,u)=e^{-n}\frac{n^{a+u}}{(a+u)!}\;\frac{(a+u)!}{a!\,u!}\,p^a(1-p)^u .$$

The factorials of $a+u$ cancel. Writing $n^{a+u}=n^an^u$ and $e^{-n}=e^{-np}e^{-n(1-p)}$ gives

$$P(a,u)=\left[e^{-np}\frac{(np)^a}{a!}\right]\left[e^{-n(1-p)}\frac{[n(1-p)]^u}{u!}\right].$$

Summing over $u$ turns the second bracket into 1. The first bracket is then the distribution of $A$, which is Poisson with mean $np$. The product form also shows that $A$ and $U$ are independent. Under these assumptions, a voxel found to have many acids is no more and no less likely to have many unconverted generators.

**Fixed generator number.** Now $N=n$ in every voxel, and the conditional distribution is the full answer. For its variance, let $X_i=1$ if generator $i$ is converted and $X_i=0$ otherwise. Since $X_i^2=X_i$,

$$\mathrm{Var}\,X_i=\langle X_i\rangle-\langle X_i\rangle^2=p-p^2=p(1-p).$$

Variances of independent variables add, so $A=\sum_iX_i$ has

$$\mathrm{Var}\,A=np(1-p).$$

Here $U=n-A$, so $\mathrm{Cov}(A,U)=-\mathrm{Var}\,A=-np(1-p)$. Each extra acid leaves one generator fewer. This constraint is absent when $N$ is Poisson.

## Second derivation: filling sites

The second route does not start from a distribution of $N$. Divide the voxel into $S$ sites, each able to hold one generator. Each site is filled independently with probability $\varphi$, so $n=S\varphi$. After exposure a site is in one of three states:

- empty, with probability $1-\varphi$;
- holding an unconverted generator, with probability $\varphi(1-p)$;
- holding a converted generator, with probability $\varphi p$.

The acid number is the number of sites in the third state. Sites are independent, so $A$ is binomial with $S$ trials and success probability $\varphi p$. The variance of one trial is $\varphi p(1-\varphi p)$, and therefore

$$\mathrm{Var}\,A=S\varphi p(1-\varphi p)=np(1-\varphi p).$$

Both populations are ends of this one formula.

**All sites filled.** At $\varphi=1$ every voxel holds $S=n$ generators. The acid number is binomial with $n$ trials and probability $p$, and its variance is $np(1-p)$.

**Dilute filling.** Let $S\to\infty$ at fixed $n$, so that $\varphi=n/S\to0$. With $\lambda=np$, the success probability is $\lambda/S$, and

$$P(a)=\frac{S(S-1)\cdots(S-a+1)}{a!}\left(\frac{\lambda}{S}\right)^a\left(1-\frac{\lambda}{S}\right)^{S-a}.$$

Dividing each of the $a$ factors in the numerator by $S$ gives

$$P(a)=\frac{\lambda^a}{a!}\left[\prod_{j=0}^{a-1}\left(1-\frac{j}{S}\right)\right]\left(1-\frac{\lambda}{S}\right)^{S}\left(1-\frac{\lambda}{S}\right)^{-a}.$$

For given $a$, the product and the last factor tend to 1, and the middle power tends to $e^{-\lambda}$. The limit is the Poisson distribution of mean $np$.

The covariance follows the same path. One site cannot hold both a converted and an unconverted generator, so the average product of those two indicators is zero, and their covariance is $-\varphi p\,\varphi(1-p)$. Different sites contribute nothing. Summing over $S$ sites gives $\mathrm{Cov}(A,U)=-n\varphi p(1-p)$. It vanishes in the dilute limit and equals $-np(1-p)$ at full filling, as in the first derivation.

## What each derivation assumes

The first derivation takes the distribution of $N$ as given and needs no picture of how the generators are placed. The second assumes independent filling of sites and obtains the Poisson law as its dilute limit. It also covers partial filling, but not generators that attract one another, because their site occupations are correlated.

The conditional argument extends to any distribution of $N$ with finite variance. At given $N$ the mean of $A$ is $pN$ and its variance is $Np(1-p)$, so $\langle A^2\rangle=p(1-p)\langle N\rangle+p^2\langle N^2\rangle$. Subtracting $\langle A\rangle^2=p^2\langle N\rangle^2$ gives

$$\mathrm{Var}\,A=p(1-p)n+p^2\,\mathrm{Var}\,N,\qquad F_A=1+p(F_N-1).$$

The first term is the randomness of conversion, and the second is inherited from the generator number. The second term is $np^2$ for Poisson $N$ and zero for fixed $N$, which accounts for the whole difference. As $p\to0$ at given $F_N$, $F_A\to1$: sparse conversion hides the generator statistics. As $p\to1$, $F_A\to F_N$: the acids copy them.

Independent site filling has $F_N=1-\varphi$, which returns $F_A=1-\varphi p$. If generators instead sit in pairs and the number of pairs is Poisson with mean $n/2$, then $\mathrm{Var}\,N=4(n/2)=2n$. This gives $F_N=2$ and $F_A=1+p$, above the Poisson value.

Both derivations used one common $p$. If $N=n$ is fixed but generator $i$ has its own steady probability $p_i$, with average $\bar p$, then $\sum_ip_i^2=n\bar p^2+\sum_i(p_i-\bar p)^2$, and

$$\mathrm{Var}\,A=\sum_i p_i(1-p_i)=n\bar p(1-\bar p)-\sum_i(p_i-\bar p)^2 .$$

A steady spread of probabilities thus lowers the variance. A probability that fluctuates from one exposure to the next does something different, and neither derivation allows for it.

## A 5 nm voxel under steady conversion

Take a cube of side 5 nm at the top of a chemically amplified resist, exposed at a wavelength of 13.5 nm. The material values are rough typical ones: 0.2 generators per nm³, an absorption coefficient of 5 per µm, and two acids per absorbed photon at the start of exposure. The volume is 125 nm³, so $n=0.2\times125=25$.

A dose of 30 mJ/cm² at 91.84 eV per photon is 20.39 photons/nm². The mean number absorbed in the cube is

$$\mu=20.39\times25\times(1-e^{-0.005\times5})\approx12.6 .$$

Let each absorbed photon convert each remaining generator with probability $q$. The initial yield is $nq=2$, so $q=0.08$. After $M$ photons a generator has survived with probability $(1-q)^M$. Photon absorption is taken as Poisson, and the average survival is

$$\sum_M e^{-\mu}\frac{\mu^M}{M!}(1-q)^M=e^{-\mu}e^{\mu(1-q)}=e^{-\mu q}.$$

The mean conversion probability is therefore $p=1-e^{-\mu q}=1-e^{-1.0068}=0.6346$.

First hold the conversion probability at this mean. The mean acid number is $25\times0.6346=15.9$ in both populations. The variance is 15.9 for Poisson generators and $15.865\times0.3654=5.80$ for fixed generators. The amount removed is $25\times0.6346^2=10.1$. The standard deviation falls from 4.0 to 2.4 acids.

## Shared photons change the ratio

All generators in the voxel see the same $M$ photons. When few photons arrive, every generator has a lower chance of conversion, so the conversions are correlated. At given $M$ the probability is $p_M=1-(1-q)^M$. The average of the squared survival follows from the sum above with $1-q$ replaced by $(1-q)^2$:

$$\left\langle(1-q)^{2M}\right\rangle=e^{-\mu[1-(1-q)^2]}=e^{-2\mu q+\mu q^2}.$$

Subtracting the squared mean $e^{-2\mu q}=(1-p)^2$ gives

$$V\equiv\mathrm{Var}\,p_M=(1-p)^2\left(e^{\mu q^2}-1\right).$$

For Poisson generators, $A$ at given $M$ is Poisson with mean $np_M$. The total variance is the average of the conditional variance plus the variance of the conditional mean:

$$\mathrm{Var}\,A=np+n^2V\qquad(N\ \text{Poisson}).$$

For fixed generators the average conditional variance is $n\langle p_M-p_M^2\rangle=n(p-p^2-V)$. Adding $n^2V$ gives

$$\mathrm{Var}\,A=np(1-p)+n(n-1)V\qquad(N=n).$$

With $V=0.0112$ the variances become $15.9+7.0=22.9$ and $5.8+6.7=12.5$. Their ratio is 0.55 instead of 0.37. Poisson generators no longer give Poisson acids, since their Fano factor is 1.44. Fixing the generator number still removes $n(p^2+V)=n\langle p_M^2\rangle$, but from a larger total.

The low-dose limit shows how much the steady assumption matters. Let $\mu\to0$ at fixed $q$. Then $p\to\mu q$ and $V\to\mu q^2$, so $V/p\to q$. The Fano factors tend to $1+nq$ for Poisson generators and $1+(n-1)q$ for fixed ones, here 3 and 2.92. Steady conversion would give 1 in both cases. In this model an absorbed photon at low dose releases a burst of two acids on average, though sometimes none. For these parameters it then hardly matters whether the generator number is Poisson or fixed.

## Voxels with too few acids

Suppose a voxel fails when it has fewer than five acids, a threshold chosen for illustration. The failure probability is $\sum_{a=0}^{4}P(a)$, which depends on the whole lower tail and not on the variance alone.

Under steady conversion it is $4.4\times10^{-4}$ for Poisson generators and $1.5\times10^{-6}$ for fixed ones, a ratio of about 300. A Gaussian with the same mean and variance, integrated up to 4.5, gives $2.2\times10^{-3}$ and $1.2\times10^{-6}$. Relative to the sums, it is too high by a factor of about 5 in the first case and too low by about 20% in the second.

With photon noise the probabilities are $3.9\times10^{-3}$ and $1.7\times10^{-3}$. The advantage of a fixed number shrinks from a factor of about 300 to 2.3. For these parameters and a closed voxel in which every photon acts equally on every generator, a tail estimate that leaves out photon noise is wrong by about three orders of magnitude for fixed generators.

## Beside a real resist

The dose and material values above are in the rough range of chemically amplified resists for extreme-ultraviolet exposure; the voxel size is a choice. With a rough generator volume of 0.5 nm³, the cube has 250 sites and $\varphi=0.10$. Under steady conversion this gives $F_A=0.94$, much nearer the Poisson case than the fixed one, for which $F_A=0.37$. This value belongs to the site model, which pictures generators mixed at random with pieces of the surrounding material of the same size. Other packing, or forces between generators, would change it, in either direction and by a large amount. Hard spheres of the same volume fraction in a structureless medium give about 0.7 in this cube (Percus–Yevick estimate), roughly midway between the two cases. A matrix of long chains without interactions gives about 0.99 (Flory–Huggins estimate). Pairing would raise $F_A$ to 1.63 if both members of every pair lay in the same voxel. Pairs cut by a voxel face bring it closer to 1. Attenuation through the voxel depth spreads the conversion probabilities. If the generators sat at the same evenly spaced depths in every voxel, this spread would lower the fixed-number variance, 5.80, by an absolute amount of only about $2\times10^{-4}$ at a given average probability. If each generator's depth is instead drawn independently in each voxel, the conversions are again independent with one common average probability, and the variance is not lowered. Real resists also contain a base quencher. Let its number $Q$ be Poisson with mean 5 and independent of $A$, and let each quencher molecule be able to neutralise one acid. Define the net acid number as $A-Q$, which is negative when quencher is left over. Its variance is $\mathrm{Var}\,A+5$. With photon noise included, this gives 27.9 for Poisson generators and 17.5 for fixed ones, with ratio 0.63. The chance that no net acid remains is 2.0% for Poisson generators and 1.1% for fixed ones. Shared photons thus move the ratio of fixed to Poisson variance from 0.37 to 0.55, and quencher noise then moves it to 0.63.

The photon model treats the voxel as closed and well mixed. It leaves out electron tracks that cross the voxel faces, acid diffusion, which averages over a larger volume, and development. The first omission affects the comparison directly. When a photon's effect is spread beyond the voxel, the generators inside share their photons less, and $V$ falls. If that effect is spread as a Gaussian of width 2 nm, at the same yield and the same $p$, then $V$ is about 0.002. The variance ratio is then about 0.41 instead of 0.55, and the tail advantage of a fixed number is some tens instead of 2.3. The failure probabilities therefore describe single model voxels and are not printed-defect rates. The numerical output below lists the values of the closed-voxel and site models.

## Computed values

```
INPUTS (rough typical values)
voxel side = 5.0 nm, volume = 125 nm3
wavelength = 13.5 nm, photon energy = 91.84 eV
dose = 30 mJ/cm2, fluence = 20.39 photons/nm2
absorption coefficient = 5.0 per um
generator density = 0.20 per nm3, n = 25
initial yield = 2.0 acids per absorbed photon
needed acids (chosen threshold) = 5
STEADY CONVERSION PROBABILITY
mean absorbed photons mu = 12.585
conversion chance per photon and generator q = 0.0800
mu*q = 1.0068, conversion probability p = 0.6346
mean acids = 15.865
acid variance, Poisson generators = 15.865
acid variance, fixed generators = 5.797
variance removed = 10.068
variance ratio fixed/Poisson = 0.3654
standard deviations: Poisson 3.983, fixed 2.408 acids
covariance of acids and unconverted, fixed = -5.797
CHANCE OF TOO FEW ACIDS, steady p
Poisson generators: 4.441e-04, Gaussian 2.163e-03
fixed generators: 1.502e-06, Gaussian 1.178e-06
ratio Poisson/fixed = 295.7
NEGLECTED: PHOTON SHOT NOISE
variance of conversion probability = 0.01120
acid variance: Poisson 22.864, fixed 12.516
acid Fano factor: Poisson 1.4412, fixed 0.7889
variance ratio fixed/Poisson = 0.5474
too few acids: Poisson 3.941e-03, fixed 1.748e-03
ratio Poisson/fixed = 2.26
NEGLECTED: QUENCHER (with photon noise)
quencher density = 0.04 per nm3, mean number = 5.00
mean net acid = 10.865
net variance: Poisson 27.864, fixed 17.516
variance ratio fixed/Poisson = 0.6286
chance of no net acid: Poisson 2.039e-02, fixed 1.076e-02
NEGLECTED: GENERATOR PLACEMENT AND DEPTH (steady p)
generator volume = 0.5 nm3, sites = 250, filling = 0.10
acid Fano factor, finite-size generators = 0.9365
acid Fano factor, generators in pairs = 1.6346
p at top and bottom of voxel = 0.6390, 0.6302
variance lowered by depth attenuation = 1.76e-04
```
